# Auger-Electron Energy from Total Energies, and Why Orbital Energies Fail

## Problem

An isolated system in its neutral ground state absorbs a photon of energy $h\nu=92$ eV, which lies in the range used for extreme-ultraviolet lithography. A core electron leaves. A valence electron then fills the core hole, and the energy released expels a second valence electron, the Auger electron. Both valence electrons come from the same doubly occupied orbital $v$.

The following data are given:

- The core-hole energy is $I_c=57$ eV. This is the energy of the ion with one core electron missing, minus the energy of the neutral ground state.
- The double-ionization energy is $D=31$ eV. This is the energy of the doubly charged ion left at the end, minus the energy of the same neutral ground state.
- The orbital energies are $\varepsilon_c=-57$ eV for the core orbital and $\varepsilon_v=-10$ eV for the valence orbital.

Find the kinetic energy $K_A$ of the Auger electron, and explain whether the orbital energies alone could have supplied it.

The energy zero for a free electron is rest at infinite distance. The nuclei stay fixed. Recoil, the lifetime width of the core hole and the interaction between the two outgoing electrons are neglected. Energies are in electronvolts, the natural unit for this problem.

## A tempting solution

Picture the orbital energies as rungs of a ladder. One electron drops from the valence rung to the core rung and releases

$$
\varepsilon_v-\varepsilon_c=-10-(-57)=47\ \text{eV}.
$$

The other valence electron is bound by $-\varepsilon_v=10$ eV. It uses that much of the released energy to escape and keeps the rest:

$$
K_{\text{orb}}=(\varepsilon_v-\varepsilon_c)+\varepsilon_v=-\varepsilon_c+2\varepsilon_v=57-20=37\ \text{eV}.
$$

The double-ionization energy was not needed, which seems to be an economy.

## Where it goes wrong

The estimate can be tested against the datum it ignored. It assumes that removing two valence electrons costs $2\times10=20$ eV. The given cost is 31 eV. The ladder picture has therefore lost

$$
31-20=11\ \text{eV}.
$$

The faulty step is the use of 10 eV for the second electron. An orbital energy describes the removal of one electron from the neutral system, where that electron is repelled by its partner in the same orbital. Once the partner has gone, this repulsion has gone too. The remaining electron is bound more tightly, and removing it costs more.

A small model shows where the 11 eV sits. Let there be two core and two valence electrons. Each has a one-body energy, $h_c$ or $h_v$, which contains its kinetic energy and its attraction to the nuclei. Each pair has a repulsion energy, $U_{cc}$, $U_{vv}$ or $U_{cv}$. The orbitals do not change when electrons leave. The neutral system has one core pair, one valence pair and four mixed pairs, so

$$
E_0=2h_c+2h_v+U_{cc}+U_{vv}+4U_{cv}.
$$

With one valence electron removed, two mixed pairs remain and the valence pair is gone:

$$
E_v^+=2h_c+h_v+U_{cc}+2U_{cv}.
$$

The orbital energy is the energy that the departing electron had contributed:

$$
\varepsilon_v=E_0-E_v^+=h_v+U_{vv}+2U_{cv}.
$$

With both valence electrons removed, $E^{2+}=2h_c+U_{cc}$, and therefore

$$
D=E^{2+}-E_0=-2h_v-U_{vv}-4U_{cv}.
$$

To compare this with the orbital energy, write $2h_v=2\varepsilon_v-2U_{vv}-4U_{cv}$ and substitute:

$$
D=-2\varepsilon_v+2U_{vv}+4U_{cv}-U_{vv}-4U_{cv}=-2\varepsilon_v+U_{vv}.
$$

The repulsion of the valence pair appears once in $E_0$ but twice in $2\varepsilon_v$, because each electron's orbital energy contains the whole of it. Adding two orbital energies counts it one time too many. In this model the data are reproduced by $U_{vv}=11$ eV, since $20+11=31$ eV.

The same quantity is called hole-hole repulsion. Relative to the neutral system, each missing electron is a positive hole, and in this model two holes in one orbital cost more than twice the energy of one.

## The right solution

The decay begins with the core-hole ion at rest, of energy $E_c^+$. It ends with the doubly charged ion, of energy $E^{2+}$, and a free electron of kinetic energy $K_A$. Energy conservation gives

$$
E_c^+=E^{2+}+K_A.
$$

Solve for $K_A$, then subtract and add the neutral energy $E_0$:

$$
K_A=(E_c^+-E_0)-(E^{2+}-E_0)=I_c-D.
$$

The neutral energy cancels because both data are measured from it. With the given values,

$$
K_A=57-31=26\ \text{eV}=0.9555\ \text{hartree}.
$$

This step uses no orbital picture. It holds for interacting electrons, provided that $I_c$ and $D$ belong to the states actually involved and that the stated neglects are acceptable. If $D$ is the lowest double-ionization energy, 26 eV is the largest energy an Auger electron can have from this core hole. A decay that leaves the doubly charged ion excited gives a slower electron. If $D$ exceeds $I_c$, the decay to that final state is closed.

### The complete energy balance

The photoelectron leaves first, with

$$
K_P=h\nu-I_c=92-57=35\ \text{eV}.
$$

The photon energy is then fully accounted for:

$$
K_P+K_A+D=35+26+31=92\ \text{eV}.
$$

The two electrons carry away 61 eV as kinetic energy, and 31 eV stays behind as the excess energy of the doubly charged ion. A photon with more energy makes the photoelectron faster and leaves $K_A$ unchanged, because $h\nu$ does not occur in $I_c-D$. The photon must still supply at least $I_c$ to create the core hole.

## Could a better orbital formula rescue the estimate?

One might hope for a cleverer combination of $\varepsilon_c$ and $\varepsilon_v$. A counterexample rules this out. Take a second model system with the same orbital energies, $-57$ and $-10$ eV, but with $U_{vv}=5$ eV. The one-body energy $h_v$ is adjusted to keep $\varepsilon_v$ fixed. Then

$$
D=20+5=25\ \text{eV},\qquad K_A=57-25=32\ \text{eV}.
$$

Two systems with identical orbital energies emit Auger electrons of 26 and 32 eV. No function of the orbital energies alone can return both values.

The model also shows when the simple estimate works. Since $I_c=-\varepsilon_c$ here,

$$
K_A=-\varepsilon_c+2\varepsilon_v-U_{vv}=37\ \text{eV}-U_{vv}.
$$

For $U_{vv}\to0$ the orbital estimate is recovered. At $U_{vv}=37$ eV the Auger electron has no kinetic energy left, and for a larger repulsion the channel is closed.

## The same argument with real orbitals

In Hartree-Fock theory the neutral state is one determinant of occupied spin orbitals. Its electronic energy is

$$
E_0=\sum_i h_i+\frac12\sum_{i,j}g_{ij},\qquad g_{ij}=J_{ij}-K_{ij},
$$

where $J_{ij}$ is the Coulomb and $K_{ij}$ the exchange integral. The exchange integral vanishes for opposite spins, and $g_{ii}=0$, so no electron repels itself. The orbital energy is

$$
\varepsilon_i=h_i+\sum_j g_{ij}.
$$

Remove the electron in spin orbital $k$ and keep all other orbitals frozen. The energy loses $h_k$ and every pair term that contains $k$. Each pair occurs twice in the double sum, which cancels the factor $\tfrac12$. The loss is $h_k+\sum_jg_{kj}=\varepsilon_k$, so the ionization energy with frozen orbitals is $-\varepsilon_k$.

Now remove both $k$ and $l$. Adding $\varepsilon_k+\varepsilon_l$ counts the pair $kl$ twice, although it is lost only once. The energy lost is therefore $\varepsilon_k+\varepsilon_l-g_{kl}$, and

$$
D_{\text{frozen}}=-\varepsilon_k-\varepsilon_l+g_{kl}.
$$

For two electrons of opposite spin in the same spatial orbital $\phi_v$, exchange is absent and $g_{kl}=J_{vv}$:

$$
D_{\text{frozen}}=-2\varepsilon_v+J_{vv},\qquad
J_{vv}=\iint\frac{|\phi_v(\mathbf r)|^2|\phi_v(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

The integral is written in atomic units. It is positive, because its integrand is nowhere negative. If the orbital is stretched by a factor $L$ without changing its shape, all distances grow by $L$ while the normalized densities still integrate to one, so $J_{vv}$ falls as $1/L$. Two holes confined to a compact orbital therefore repel strongly, and this part of the error shrinks for widely spread orbitals.

A second effect is missing from the orbital energies. After an electron leaves, the others adjust to the changed field. Define the relaxation energies $R_c$ and $R_{vv}$ as the frozen ion energy minus the self-consistent ion energy, for the core-hole ion and the doubly charged ion. Then

$$
I_c=-\varepsilon_c-R_c,\qquad D=-2\varepsilon_v+J_{vv}-R_{vv}.
$$

Subtracting the second from the first gives

$$
K_A=-\varepsilon_c+2\varepsilon_v-J_{vv}-R_c+R_{vv}.
$$

A positive $R_c$ lowers the starting energy of the decay and slows the Auger electron. A positive $R_{vv}$ lowers the end point and speeds it up. The two relaxation energies enter with opposite signs and need not cancel.

## A real atom: magnesium

A free magnesium atom has the configuration $1s^22s^22p^63s^2$. Let a $2p$ electron be missing. One $3s$ electron fills the hole and the other leaves. The core-hole energy is close to that of the problem, but the double-ionization energy is different, so this is a separate example.

The energies below come from nonrelativistic Hartree-Fock calculations, unrestricted for the ions. They omit electron correlation and relativity, including the spin-orbit splitting of the $2p$ level, and are not measured values. Last digits may differ by 0.01 eV because the printed values are rounded separately.

The orbital energies are $\varepsilon_{2p}=-62.10$ eV and $\varepsilon_{3s}=-6.89$ eV. The ladder estimate is

$$
K_{\text{orb}}=62.10-2(6.89)\approx48.33\ \text{eV}.
$$

The repulsion integral is $J_{3s3s}=7.58$ eV. After the first $3s$ electron has been removed with frozen orbitals, the level of the second lies at

$$
-6.89-7.58=-14.47\ \text{eV}.
$$

A direct evaluation in the field of the frozen ion confirms this shift. The two removals cost $6.89+14.47=21.36$ eV, and including the repulsion lowers the Auger estimate to $48.33-7.58=40.75$ eV.

The relaxation energies are $R_c=5.84$ eV and $R_{vv}=0.03$ eV. Hence

$$
I_c=62.10-5.84=56.26\ \text{eV},\qquad D=21.36-0.03=21.33\ \text{eV},
$$

$$
K_A=56.26-21.33=34.93\ \text{eV}.
$$

The orbital estimate is too high by 13.40 eV, or 38% of the Hartree-Fock result. Hole-hole repulsion accounts for 7.58 eV of this error, and the difference between the two relaxation energies for the remaining 5.8 eV. In magnesium, correcting for repulsion alone would still leave a large error.

A denser basis of the same kind gives 34.92 eV. Two standard basis sets, def2-TZVP and def2-QZVP, both uncontracted, give 35.14 and 34.99 eV. These differences are small beside the 13.40 eV error, and 34.9 eV is a sensible rounding of the unrestricted Hartree-Fock result. The value also depends slightly on how the open shell is treated: a spin-restricted calculation of the core-hole ion raises $I_c$ and $K_A$ by about 0.14 eV and lowers $R_c$ by the same amount.

Another final state might compete, in which one hole remains in $2p$ and the other is in $3s$. Its lowest triplet energy is 72.84 eV above the neutral atom. The initial core-hole ion has 56.26 eV, so the decay to that state is closed.

### Relaxed one-hole energies do not suffice

Suppose the orbital energies are replaced by relaxed one-hole energies. For magnesium the $3s$-hole energy is $I_v=6.61$ eV. The estimate becomes

$$
I_c-2I_v=56.26-2(6.61)\approx43.05\ \text{eV},
$$

which is still about 8.1 eV too high. The missing quantity is the effective hole-hole repulsion,

$$
U_{\text{eff}}=D-2I_v,\qquad K_A=I_c-2I_v-U_{\text{eff}}.
$$

For magnesium in Hartree-Fock theory $U_{\text{eff}}=8.12$ eV, slightly more than $J_{3s3s}$. To see why, write $I_v=-\varepsilon_v-R_v$, where $R_v$ is the relaxation energy of the $3s$-hole ion. Then

$$
U_{\text{eff}}=(-2\varepsilon_v+J_{vv}-R_{vv})-2(-\varepsilon_v-R_v)=J_{vv}+2R_v-R_{vv}.
$$

Here $R_v=6.89-6.61=0.28$ eV, so twice the one-hole relaxation outweighs the two-hole relaxation. The sum $7.58+0.56-0.03=8.11$ eV agrees with the printed value within rounding.

This order need not survive electron correlation. The correlation energy of the $3s$ pair stabilizes the neutral atom but is absent from both ions. Taken alone, this contribution raises $I_v$ and $D$ by the same amount, and lowers $U_{\text{eff}}=D-2I_v$ by that amount. Changes in the correlation that involves the inner electrons come on top and need not be equal for the two ions.

In the problem, if 10 eV is also the true one-hole energy, then $U_{\text{eff}}=31-20=11$ eV. This number belongs to a state with two holes. Knowing each hole separately does not determine it.

## Using the result in a solid

**Polarizable surroundings.** In a resist, the electrons of neighbouring molecules respond to the charge of an ion. Suppose that this response is linear, keeps up with the decay, and depends only on the total charge $q$ of the ion. It then lowers the energy by $Pq^2$, with $P>0$, where $q$ is counted in elementary charges. A single hole gains $P$ and a double hole gains $4P$. If the subscript 0 marks the isolated molecule,

$$
I_c=I_{c,0}-P,\qquad D=D_0-4P,
$$

$$
K_A=K_{A,0}+3P,\qquad U_{\text{eff}}=U_{\text{eff},0}-4P+2P=U_{\text{eff},0}-2P.
$$

Within this model the surroundings weaken the hole-hole repulsion and speed up the Auger electron. If 57 and 31 eV were obtained for the molecule in place, they already contain this effect and nothing more is to be added. If one value refers to the isolated molecule and the other to the solid, their difference is not the Auger energy.

**The energy zero.** Solid-state energies are often referred to the Fermi level, which lies below the vacuum level by the work function $W$. An electron removed only as far as the Fermi level costs $W$ less. One electron is removed in the core-hole state and two in the final state, so

$$
I_c^F=I_c-W,\qquad D^F=D-2W.
$$

Their difference is

$$
I_c^F-D^F=I_c-D+W=K_A+W,
$$

and the kinetic energy relative to the vacuum level is $K_A=I_c^F-D^F-W$. The work function does not cancel, because the two states lack different numbers of electrons. The data of this problem both refer to the vacuum level, so no such correction enters the 26 eV.

The computed values are collected in the numerical output below.

## Computed results

```
GIVEN ENERGIES AND MODEL
Core-hole energy: 57.00 eV
Double-ionization energy: 31.00 eV
Auger-electron energy: 26.00 eV
Auger-electron energy: 0.9555 hartree
Chosen photon energy: 92.00 eV
Photoelectron energy: 35.00 eV
Chosen core orbital energy: -57.00 eV
Chosen valence orbital energy: -10.00 eV
Orbital-only Auger estimate: 37.00 eV
Valence repulsion, first model: 11.00 eV
Valence repulsion, second model: 5.00 eV
Double-ionization energy, second model: 25.00 eV
Auger energy, second model: 32.00 eV
MAGNESIUM ATOM, HARTREE-FOCK, EVEN-TEMPERED BASIS
2p orbital energy: -62.10 eV
3s orbital energy: -6.89 eV
Orbital-only Auger estimate: 48.33 eV
3s-3s Coulomb repulsion J: 7.58 eV
3s level after frozen first removal: -14.47 eV
Frozen double-ionization energy: 21.36 eV
Frozen-orbital Auger estimate with J: 40.75 eV
Relaxed 2p-hole energy: 56.26 eV
Relaxed 3s-hole energy: 6.61 eV
Relaxed double-ionization energy: 21.33 eV
Core-hole relaxation energy: 5.84 eV
Double-hole relaxation energy: 0.03 eV
Auger energy from total energies: 34.93 eV
Error of orbital-only estimate: 13.40 eV
Estimate from relaxed one-hole energies: 43.05 eV
Effective hole-hole repulsion: 8.12 eV
Lowest triplet 2p-3s two-hole energy: 72.84 eV
Core-hole spin-square expectation: 0.7519 hbar^2
BASIS COMPARISON FOR THE MAGNESIUM AUGER ENERGY
Denser even-tempered basis: 34.92 eV
Uncontracted def2-TZVP: 35.14 eV
Uncontracted def2-QZVP: 34.99 eV
```
